\section*{Trap-limited leakage in a dielectric with an exponential trap distribution, part 1}

(Sections cited here and not found follow in the second part.)

\section{Charge, field and the current law}

A dielectric film of thickness $L$ lies between a cathode at $x=0$ and an anode at $x=L$. The cathode injects electrons, and a voltage $V$ drives them to the anode. Most of the injected electrons sit in traps, and the few in the conduction band carry the current. The problem is to find how the leakage current density depends on $V$ and $L$ when the traps are spread exponentially in energy.

The trap density per unit volume and energy is
\begin{equation}
g(E)=\frac{N_t}{kT_t}\exp\!\left(-\frac{E_c-E}{kT_t}\right),\qquad E<E_c ,
\label{eq:g}
\end{equation}
where $E_c$ is the conduction-band edge, $N_t$ the total trap density, $k$ Boltzmann's constant and $T_t$ the characteristic temperature of the distribution. The film is at temperature $T$, and
\begin{equation}
l=\frac{T_t}{T}.
\end{equation}
The exponential is continued to $E\to-\infty$. This is harmless if the quasi-Fermi level introduced below lies many $kT_t$ above the bottom of the gap, because the traps in the added range are then few compared with the filled ones.

A trap is neutral when empty and carries charge $-q$ when filled, with $q>0$ the elementary charge. It holds at most one electron, and its degeneracy factor is taken as one. Trapped and free electrons share one quasi-Fermi level $E_F(x)$, which holds in steady state whatever the exchange rate, provided capture and emission are thermal. The rate sets how long the film takes to reach that state.

\subsection*{(a) How many electrons are free, and how many are trapped?}

Express the free density $n$ through $E_F$. Then write the trapped density $n_t$ as an integral over a dimensionless energy.

\paragraph{Solution.}
If $E_c-E_F\gg kT$, the occupation of every band state is small, and the Fermi function there reduces to a Boltzmann factor. The sum over band states then gives
\begin{equation}
n=N_c\,e^{-Y},\qquad Y=\frac{E_c-E_F}{kT}=\ln\frac{N_c}{n},
\label{eq:n}
\end{equation}
where $N_c$ is the effective density of band states. A large $Y$ means a deep quasi-Fermi level and few free electrons.

The traps need the full Fermi function, because those near $E_F$ are partly filled:
\begin{equation}
n_t=\int_{-\infty}^{E_c}\frac{g(E)\,dE}{1+\exp[(E-E_F)/kT]} .
\end{equation}
Let $y=(E-E_F)/kT$, so that $dE=kT\,dy$. The depth of a trap is
\begin{equation}
E_c-E=(E_c-E_F)-(E-E_F)=kT(Y-y),
\end{equation}
and division by $kT_t=l\,kT$ turns the exponent in (\ref{eq:g}) into $-(Y-y)/l$. The prefactor becomes $N_t\,kT/(kT_t)=N_t/l$. Therefore
\begin{equation}
n_t=\frac{N_t}{l}\,e^{-Y/l}\int_{-\infty}^{Y}\frac{e^{y/l}}{1+e^{y}}\,dy .
\label{eq:ntint}
\end{equation}

\subsection*{(b) What is the trapped density when $T_t>T$?}

Evaluate the integral for $l>1$ and a deep quasi-Fermi level. Bound the error made by replacing the upper limit $Y$ by infinity.

\paragraph{Solution.}
Put $a=1/l$, so that $0<a<1$, and define
\begin{equation}
I=\int_{-\infty}^{\infty}\frac{e^{ay}}{1+e^{y}}\,dy .
\end{equation}
At large positive $y$ the integrand falls as $e^{-(1-a)y}$, and at large negative $y$ as $e^{-a|y|}$. Both ends converge because $0<a<1$.

To find $I$, integrate the same function anticlockwise around a rectangle in the complex plane, with corners $-R$, $R$, $R+2\pi i$ and $-R+2\pi i$. The vertical sides vanish as $R\to\infty$ by the decay just noted. On the upper side $e^y$ is unchanged, while $e^{ay}$ gains a factor $e^{2\pi ia}$. That side is traversed backwards, so the contour integral is $(1-e^{2\pi ia})I$.

The rectangle encloses one pole, at $y=i\pi$, where $1+e^y=0$. Its residue is the numerator divided by the derivative of the denominator, $e^{i\pi a}/e^{i\pi}=-e^{i\pi a}$. The residue theorem gives
\begin{align}
(1-e^{2\pi ia})I&=-2\pi i\,e^{i\pi a},\\
I&=\frac{-2\pi i}{e^{-i\pi a}-e^{i\pi a}}
=\frac{-2\pi i}{-2i\sin\pi a}=\frac{\pi}{\sin\pi a}.
\end{align}
The second line follows on dividing both sides by $e^{i\pi a}$.

The discarded part runs from $Y$ to infinity. Since $1+e^y>e^y$, it is less than
\begin{equation}
\int_Y^\infty e^{-(1-a)y}\,dy=\frac{e^{-(1-a)Y}}{1-a}.
\end{equation}
The error relative to $I$ is therefore below
\begin{equation}
\frac{\sin(\pi a)}{\pi(1-a)}\,e^{-(1-a)Y}.
\label{eq:tail}
\end{equation}
With this error neglected, (\ref{eq:ntint}) and $e^{-Y}=n/N_c$ give
\begin{equation}
n_t=C N_t\left(\frac{n}{N_c}\right)^{1/l},\qquad
C=\frac{\pi/l}{\sin(\pi/l)} .
\label{eq:nt}
\end{equation}

If every trap below $E_F$ were full and every trap above it empty, the trapped density would be
\begin{equation}
\int_{-\infty}^{E_F}g(E)\,dE=N_te^{-Y/l},
\end{equation}
which is (\ref{eq:nt}) with $C=1$. The true $C$ exceeds one because $\sin z<z$ for $z>0$. Thermal smearing empties some traps below $E_F$ and fills some above it. The traps above are more numerous, so the total rises.

For large $l$ the distribution is nearly flat on the scale $kT$, and $C\to1$. As $l$ falls towards one, $C$ diverges. This is not a real divergence of the trapped charge: the factor $e^{-(1-a)Y}$ is then no longer small, and the upper limit $Y$ must be kept. Equation (\ref{eq:nt}) thus requires $(1-1/l)Y\gg1$, a stronger condition than $l>1$.

\subsection*{(c) What changes when $T_t<T$?}

Find $n_t$ for $l<1$, and the resulting dependence of current on voltage and thickness. Treat transport as drift with a constant mobility $\mu$.

\paragraph{Solution.}
Measure trap depth by $u=(E_c-E)/kT=Y-y$. Equation (\ref{eq:ntint}) becomes
\begin{equation}
n_t=\frac{N_t}{l}\int_0^\infty\frac{e^{-u/l}}{1+e^{Y-u}}\,du .
\end{equation}
For $u$ well below $Y$ the occupation is approximately $e^{u-Y}$. The integrand then falls as $e^{-(1/l-1)u}$, so for $l<1$ and $(1/l-1)Y\gg1$ the shallow traps dominate. Large $Y$ alone is not enough: at $Y=24.7$ the exact density is $0.998$ of the result below for $l=0.8$, but only $0.73$ of it for $l=0.95$. Extending the Boltzmann form to all $u$ gives
\begin{equation}
n_t\simeq\frac{N_t}{l}e^{-Y}\int_0^\infty e^{-(1/l-1)u}\,du
=\frac{N_t}{1-l}\,\frac{n}{N_c}.
\end{equation}
Trapped charge is now proportional to free charge, and a fixed fraction $\theta$ of the electrons is free:
\begin{equation}
\theta=\frac{n}{n+n_t}=\left[1+\frac{N_t}{(1-l)N_c}\right]^{-1}.
\end{equation}

Let $F$ be the magnitude of the electric field. The field points towards the cathode, and electrons drift towards the anode. Since the charge is negative and the field points along $-x$, the two minus signs in Gauss's law cancel. With permittivity $\varepsilon$,
\begin{equation}
\frac{dF}{dx}=\frac{q(n+n_t)}{\varepsilon}.
\label{eq:poisson}
\end{equation}
The magnitude of the current density is $J=q\mu nF$, which is uniform in steady state. Hence
\begin{equation}
\frac{dF}{dx}=\frac{qn}{\theta\varepsilon}=\frac{J}{\theta\varepsilon\mu F},
\qquad
F^2=\frac{2Jx}{\theta\varepsilon\mu},
\end{equation}
with $F(0)=0$ for a contact that supplies electrons freely. Integration of $F$ gives
\begin{equation}
V=\frac23\left(\frac{2J}{\theta\varepsilon\mu}\right)^{1/2}L^{3/2},
\qquad
J=\frac98\,\theta\varepsilon\mu\frac{V^2}{L^3}.
\end{equation}
The second form follows by squaring the first. Numerical solution of the same drift problem with the full trap occupation at $l=0.5$ gives exponents $2.0000$ for $V$ and $-3.0000$ for $L$. That solution has $N_t/N_c=0.01$, hence $\theta\simeq0.98$, so the traps hold only about $2\%$ of the charge and the check says little about their effect. The general result rests on the proportionality of $n_t$ to $n$ derived above: a steep trap distribution leaves the exponents of the trap-free case, while the traps reduce the current through $\theta$.

\subsection*{(d) How does the field vary through the film when $T_t>T$?}

Use (\ref{eq:nt}) to find $F(x)$. State which charge is neglected and what the contact must do.

\paragraph{Solution.}
Diffusion is left out, and $\mu$ is independent of field. Continuity gives
\begin{equation}
n(x)=\frac{J}{q\mu F(x)} .
\label{eq:cont}
\end{equation}
In (\ref{eq:poisson}) the free density is neglected beside $n_t$. Trapped charge already present at zero bias, which is compensated by fixed positive charge, is neglected as well. Then
\begin{equation}
\frac{dF}{dx}=\frac{qCN_t}{\varepsilon}
\left(\frac{J}{q\mu N_cF}\right)^{1/l}=A\,F^{-1/l},
\end{equation}
where the constant is
\begin{equation}
A=\frac{qCN_t}{\varepsilon}\left(\frac{J}{q\mu N_c}\right)^{1/l}.
\label{eq:A}
\end{equation}

A contact that supplies electrons freely maintains a density much larger than the film needs. By (\ref{eq:cont}) a small field is enough to carry $J$ there, and the limiting boundary condition is $F(0)=0$. Multiplication by $F^{1/l}$ separates the variables:
\begin{equation}
\int_0^F F'^{1/l}\,dF'=Ax
\quad\Longrightarrow\quad
\frac{l}{l+1}F^{(l+1)/l}=Ax .
\end{equation}
Solving for the field gives
\begin{equation}
F(x)=\left[\frac{l+1}{l}Ax\right]^{l/(l+1)}.
\label{eq:F}
\end{equation}

The field is largest at the anode, since every electron in the film lies between the cathode and that plane. The free density varies as $x^{-l/(l+1)}$ and diverges at the cathode. The divergence belongs to the limiting boundary condition. It is integrable, and the voltage across $0<x<x_1$ is a fraction $(x_1/L)^{(2l+1)/(l+1)}$ of the total, which vanishes as $x_1\to0$.

\subsection*{(e) What current flows at voltage $V$?}

Integrate the field and solve for $J$. Explain the two exponents without using the integrals.

\paragraph{Solution.}
The exponent of $x$ in (\ref{eq:F}) rises by one on integration, to $l/(l+1)+1=(2l+1)/(l+1)$. Thus
\begin{equation}
V=\int_0^LF\,dx=\frac{l+1}{2l+1}
\left[\frac{l+1}{l}A\right]^{l/(l+1)}L^{(2l+1)/(l+1)} .
\label{eq:V}
\end{equation}
Raise both sides to the power $l+1$:
\begin{equation}
V^{l+1}=\left(\frac{l+1}{2l+1}\right)^{l+1}
\left(\frac{l+1}{l}\right)^lA^l\,L^{2l+1}.
\end{equation}
From (\ref{eq:A}), $A^l=(qCN_t/\varepsilon)^lJ/(q\mu N_c)$, so $J$ enters linearly. Isolating it gives
\begin{equation}
J=q\mu N_c\left(\frac{2l+1}{l+1}\right)^{l+1}
\left[\frac{l}{l+1}\frac{\varepsilon}{qCN_t}\right]^l
\frac{V^{l+1}}{L^{2l+1}} .
\label{eq:MH}
\end{equation}
This is the Mark--Helfrich law, with the factor $C$ for Fermi occupation of the traps at finite temperature. Replacing $C$ by one multiplies the current by $C^l$.

The exponents follow from three proportionalities. The field is of order $V/L$, and it grows over the length $L$, so Poisson's equation gives $n_t\propto V/L^2$. Equation (\ref{eq:nt}) gives $n\propto n_t^l\propto(V/L^2)^l$. The current is proportional to $nV/L$, hence to $V^{l+1}/L^{2l+1}$. The steep rise of leakage comes from the quasi-Fermi level: added trapped charge lifts it towards the band, and the free density responds with the power $l$.

\section{Numbers and limits of the law}

The symbols carried over are the voltage $V$, thickness $L$, field magnitude $F$, current density $J$, mobility $\mu$ and permittivity $\varepsilon$. The free and trapped electron densities are $n$ and $n_t$, the effective density of band states is $N_c$, and the total trap density is $N_t$. The traps have characteristic temperature $T_t$, and $l=T_t/T>1$. With $C=(\pi/l)/\sin(\pi/l)$, the first half found
\begin{equation}
n_t=CN_t\left(\frac{n}{N_c}\right)^{1/l},\quad
\frac{dF}{dx}=AF^{-1/l},\quad
V=\frac{l+1}{2l+1}F(L)L,
\label{eq:recap}
\end{equation}
where $A$ is constant at fixed $J$. These relations give $J\propto V^{l+1}/L^{2l+1}$ with the prefactor in (\ref{eq:MH}). They assume drift, a freely supplying cathode, and trapped charge that dominates both free and equilibrium charge.

\subsection*{(f) What is the leakage of a thick interlayer film?}

Take $L=1000$ nm, $V=30$ V, $T=300$ K, $T_t=1500$ K and relative permittivity $3$. Let $N_t=10^{18}$ cm$^{-3}$, $N_c=10^{20}$ cm$^{-3}$ and $\mu=10^{-5}$ cm$^2$/Vs. Find $J$ from the conditions at the anode.

\paragraph{Solution.}
Here $l=5$, and the last relation in (\ref{eq:recap}) gives
\begin{equation}
F(L)=\frac{11}{6}\frac VL=\frac{11}{6}(0.300)=0.550\ \mathrm{MV/cm}.
\end{equation}
Since $F\propto x^{l/(l+1)}$, its slope at the anode is $[l/(l+1)]F(L)/L$. Poisson's equation then gives
\begin{equation}
n_t(L)=\frac{l(2l+1)}{(l+1)^2}\frac{\varepsilon V}{qL^2}
=\frac{55}{36}\frac{\varepsilon V}{qL^2}
=7.60\times10^{15}\ \mathrm{cm^{-3}} .
\end{equation}
With $C=1.069$, the free density is
\begin{equation}
n(L)=10^{20}\left(\frac{7.60\times10^{15}}{1.069\times10^{18}}\right)^5
\simeq1.8\times10^9\ \mathrm{cm^{-3}} .
\end{equation}
The current density follows from $q\mu nF$:
\begin{align}
J&=(1.60\times10^{-19})(10^{-5})(1.815\times10^9)(5.50\times10^5)\nonumber\\
&\simeq1.6\times10^{-9}\ \mathrm{A/cm^2}.
\end{align}

The quasi-Fermi level at the anode lies $D=kT\ln(N_c/n)=0.639$ eV below the band, so $Y=D/kT=24.7$. The bound (\ref{eq:tail}) on the relative error of the trap integral is about $6\times10^{-10}$ there. Sharp occupation, with $C=1$, would raise the calculated current by the factor $C^5=1.40$.

The charge stored per unit area, $\varepsilon F(L)$, equals about $90$ s of this current, so the steady state is approached over tens of seconds, or longer if capture is slow.

Doubling $V$ at fixed $L$ multiplies $J$ by $2^6=64$. Halving $L$ at fixed $V$ multiplies it by $2^{11}=2048$. An independent integration of Poisson's equation, with the full trap occupation and free charge retained, gives exponents $5.9999$ and $-10.9999$ near this operating point. All these values belong to the drift model. With diffusion and $0.3$ eV contacts at both electrodes, as in part (j), the two factors fall to about $47$ and $1500$.

For $T_t>T$ the drift model gives $J\propto V^{l+1}/L^{2l+1}$, and for the $1000$ nm example film at $30$ V it gives about $1.6\times10^{-9}$ A/cm$^2$. It remains to examine how free charge and trap filling, temperature, the contact, equilibrium charge, diffusion and field-assisted emission change or limit this result.
